# Contact resistance and transfer length from a transfer-length plot

## Problem

Several pairs of identical metal contacts lie on a thin conducting film. The gap $L$ between the two contacts differs from pair to pair. The resistance $R$ measured from metal to metal, plotted against $L$, falls on a straight line with

$$
\text{intercept } b = 10\ \Omega, \qquad \text{slope } s = 2\ \Omega/\mu\text{m}.
$$

Find the resistance $R_c$ of one contact, and the transfer length $L_T$, the distance over which the current passes from the film into the metal.

The film is uniform and thin enough for its potential to vary only along the direction of current, which requires a thickness much smaller than $L_T$. Each contact spans the full film width $W$ and has length $d$ along the current. The metal is an equipotential, the leads add no resistance, and the interface is ohmic. At first, $d$ is taken to be much larger than $L_T$, and the film under the metal is taken to be the same as the film in the gap. Both of these conditions are relaxed later. Ohms and micrometres are used throughout.

Two quantities describe the materials. The sheet resistance $R_s$ gives the film a resistance per length $r = R_s/W$. The specific contact resistivity $\rho_c$ is the interface resistance multiplied by the interface area. A strip of interface of length $\Delta x$ has area $W\Delta x$, so its resistance is

$$
\frac{\rho_c}{W\,\Delta x} = \frac{q}{\Delta x}, \qquad q = \frac{\rho_c}{W}.
$$

Thus $r$ is in $\Omega/\mu$m and $q$ is in $\Omega\,\mu$m.

## First estimate by scaling

The current crosses one contact, the gap and the other contact in series. The contacts are equal and the gap contributes $rL$, so

$$
R(L) = 2R_c + rL .
$$

The slope is $r = 2\ \Omega/\mu$m. The intercept is the resistance of two contacts, not one:

$$
R_c = \frac{b}{2} = \frac{10\ \Omega}{2} = 5\ \Omega .
$$

This part needs no estimate. The transfer length does, because it depends on how the current distributes itself under the metal.

As a crude picture, let the whole current run a distance $\ell$ through the film under the contact and then cross the interface evenly over that same length. The resistance would be

$$
R_c \approx r\ell + \frac{q}{\ell}.
$$

A short path saves film resistance but crowds the current through a small interface. A long path does the reverse. The best compromise follows from setting the derivative with respect to $\ell$ to zero:

$$
r - \frac{q}{\ell^2} = 0 \quad\Longrightarrow\quad \ell = \sqrt{\frac{q}{r}} .
$$

At this length $q/\ell = r\ell$, so the two terms are equal and $R_c \approx 2r\ell$. The estimate is therefore

$$
\ell \approx \frac{R_c}{2r} = \frac{5\ \Omega}{2\times 2\ \Omega/\mu\text{m}} = 1.25\ \mu\text{m}.
$$

The scale $\sqrt{q/r}$ should be right, since it is the only length that can be formed from $q$ and $r$. The numerical factor is not to be trusted, because the current leaves the film gradually.

## Exact solution of the model

Consider the contact at which current leaves the film. Let $x$ run from its inner edge, $x=0$, to its far end, $x=d$. Let $I(x)$ be the current in the film in the direction of increasing $x$, and $u(x)$ the film potential relative to the metal. At the other contact all currents are reversed, and its resistance is the same.

Ohm's law along the film gives

$$
\frac{du}{dx} = -rI .
$$

Between $x$ and $x+dx$ the current $u\,dx/q$ crosses into the metal, and the film current falls by that amount:

$$
\frac{dI}{dx} = -\frac{u}{q}.
$$

Differentiating the second equation and inserting the first,

$$
\frac{d^2I}{dx^2} = -\frac{1}{q}\frac{du}{dx} = \frac{r}{q}\,I = \frac{I}{L_T^2}, \qquad L_T = \sqrt{\frac{q}{r}} .
$$

The general solution can be written as

$$
I(x) = A\sinh\frac{d-x}{L_T} + B\cosh\frac{d-x}{L_T}.
$$

No current leaves the film at the far end. Since $\sinh 0 = 0$ and $\cosh 0 = 1$, the condition $I(d)=0$ gives $B=0$. If the current entering at the edge is $I_0$, then $A = I_0/\sinh(d/L_T)$, and

$$
I(x) = I_0\,\frac{\sinh[(d-x)/L_T]}{\sinh(d/L_T)} .
$$

The potential follows from $u = -q\,dI/dx$. Differentiating $\sinh[(d-x)/L_T]$ brings out a factor $-1/L_T$, which cancels the minus sign:

$$
u(x) = \frac{qI_0}{L_T}\,\frac{\cosh[(d-x)/L_T]}{\sinh(d/L_T)} .
$$

The contact resistance is the potential difference between film edge and metal, divided by the current. With $q = rL_T^2$,

$$
R_c = \frac{u(0)}{I_0} = rL_T\coth\frac{d}{L_T}.
$$

For a contact much longer than $L_T$ the hyperbolic cotangent tends to 1, and the current becomes a decaying exponential:

$$
R_c = rL_T, \qquad I(x) = I_0\,e^{-x/L_T}.
$$

The contact then has the resistance of a piece of film of length $L_T$. The answer to the problem is

$$
R_c = 5\ \Omega, \qquad L_T = \frac{R_c}{r} = \frac{5\ \Omega}{2\ \Omega/\mu\text{m}} = 2.5\ \mu\text{m}.
$$

Within one transfer length of the edge, a fraction $1-e^{-1}$ of the current, or 63.2 %, has entered the metal.

The same result can be read from the plot. The extended line reaches $R=0$ where $2R_c + rL = 0$, that is, at

$$
L = -\frac{2R_c}{r} = -2L_T = -5\ \mu\text{m}.
$$

The distance from the origin to this point is twice the transfer length, because both contacts contribute to it.

## Comparison of the two

The estimate has the correct scale, $\sqrt{q/r}$, but its value of 1.25 µm is half the exact one. The heat produced under the contact shows where the factor arises. For a long contact, the film dissipates

$$
\int_0^\infty rI^2\,dx = rI_0^2\int_0^\infty e^{-2x/L_T}\,dx = \frac{rL_T}{2}\,I_0^2 .
$$

The current crossing the interface per length is $j = -dI/dx = (I_0/L_T)e^{-x/L_T}$, driven by the voltage $u = qj$. The interface therefore dissipates

$$
\int_0^\infty qj^2\,dx = \frac{qI_0^2}{L_T^2}\,\frac{L_T}{2} = \frac{q}{2L_T}\,I_0^2 = \frac{rL_T}{2}\,I_0^2 .
$$

Film and interface thus share the contact resistance equally, 2.5 Ω each. The crude picture was right about this balance. At $\ell = L_T$, however, it assigns $rL_T$ to each part, twice the true amount. It keeps the full current in the film over the whole length, although the current is dwindling, and it forces all the current through the first $L_T$ of interface, although 37 % of it enters farther on.

An independent check replaces the whole device by a network of small resistors and solves Kirchhoff's current law, without using the exponential or the hyperbolic formulas. With $r = 2\ \Omega/\mu$m, $q = rL_T^2 = 12.5\ \Omega\,\mu$m and contacts 25 µm long, gaps of 5, 10, 20 and 40 µm give 20, 30, 50 and 90 Ω. The fitted line has the original slope and intercept, and the film current falls to $1/e$ at 2.500 µm. These values are in the numerical output below.

## When the contact is not long

The factor $\coth(d/L_T)$ shows how long is long enough. With $r$ and $L_T$ as found above, the contact resistance is 5.025 Ω for $d = 3L_T$, 5.187 Ω for $d = 2L_T$ and 6.565 Ω for $d = L_T$. Relative to the long-contact value of 5 Ω, the excess is 0.5 %, 3.7 % and 31 %.

In the opposite limit, $d \ll L_T$, the expansion $\coth y \approx 1/y + y/3$ gives

$$
R_c \approx rL_T\left(\frac{L_T}{d} + \frac{d}{3L_T}\right) = \frac{q}{d} + \frac{rd}{3}.
$$

The first term is the whole interface used evenly. The second is the film resistance when the current falls linearly to zero, since $\int_0^d r(1-x/d)^2\,dx = rd/3$. The leading term does not contain $r$: for given $q$ and $d$, the resistance of a very short contact is set by its interface and hardly depends on the film beneath it.

Suppose the given plot came from contacts with $d = 4$ µm. The value $R_c = 5\ \Omega$ stands, but $L_T$ must now satisfy

$$
L_T\coth\frac{4\ \mu\text{m}}{L_T} = \frac{R_c}{r} = 2.5\ \mu\text{m}.
$$

The numerical solution is $L_T = 2.341$ µm. The long-contact rule would overestimate this by 6.8 %. The error has this sign for every finite $d$, because $\coth(d/L_T) > 1$ makes $L_T$ smaller than $R_c/r$.

## When the film under the metal is different

Making a contact can alter the film beneath it. Let the resistance per length be $r'$ under the metal and $r$ in the gap. The derivation under the contact is unchanged except that $r'$ replaces $r$. For a long contact,

$$
L_T' = \sqrt{\frac{q}{r'}}, \qquad R_c = r'L_T' .
$$

The slope of the plot still gives the gap value $r$, so $R_c/r$ is no longer the decay length. Take $r' = 1\ \Omega/\mu$m and $q = 25\ \Omega\,\mu$m. Then $L_T' = \sqrt{25/1}\ \mu\text{m} = 5$ µm and $R_c = 1\times 5\ \Omega = 5\ \Omega$. The resistor network for this device returns the same line, with slope 2 Ω/µm and intercept 10 Ω, while its current decays over 5 µm. The plot alone cannot distinguish the two devices.

A further measurement can. The voltage between film and metal at the far end of the contact, divided by $I_0$, is the end resistance $R_e$. From $u(x)$ above, with $\cosh 0 = 1$ at $x=d$,

$$
\frac{R_c}{R_e} = \frac{u(0)}{u(d)} = \cosh\frac{d}{L_T'} .
$$

This ratio gives $L_T'$ without any assumption about $r'$. It requires a contact of moderate length. When $d \gg L_T'$, $R_e$ becomes exponentially small. When $d \ll L_T'$, the ratio is close to 1, $\cosh(d/L_T') \approx 1 + d^2/(2L_T'^2)$, and a small error in the ratio produces a large error in $L_T'$.

## Reading error and material constants

The intercept is an extrapolation, which makes $L_T = b/(2s)$ sensitive to the slope. Suppose the fitted line passes correctly through the mean point of the data, at mean gap $\bar L$, but its slope is wrong by $\delta s$. Then $\delta b = -\bar L\,\delta s$, and to first order

$$
\frac{\delta L_T}{L_T} = \frac{\delta b}{b} - \frac{\delta s}{s} = -\left(1 + \frac{s\bar L}{b}\right)\frac{\delta s}{s}.
$$

For the four gaps above, $\bar L = 75/4 = 18.75$ µm and $s\bar L/b = 3.75$. A slope 1 % too large then makes $L_T$ about 5 % too small. A smaller mean gap lowers this factor, but if the gaps also span a narrower range, the same errors in the resistance readings produce a larger error in the slope.

Neither $R_c$ nor $L_T$ required the width $W$, but the material constants do. For a chosen width of 100 µm, and with the original assumptions,

$$
R_s = rW = 2\times 100\ \Omega = 200\ \Omega \text{ per square},
$$

$$
\rho_c = qW = 12.5\times 100\ \Omega\,\mu\text{m}^2 = 1250\ \Omega\,\mu\text{m}^2 = 1.25\times10^{-5}\ \Omega\,\text{cm}^2 .
$$

For the altered film of the preceding section, $q$ is twice as large, so $\rho_c$ would be twice this value although the plotted line is the same.

## Values computed for the example and the checks

```
Given intercept: 10.0 ohm
Given slope r: 2.0 ohm/um
Contact resistance Rc: 5.000 ohm
Transfer length LT: 2.500 um
q = r*LT^2: 12.500 ohm um
Network, long contacts, d: 25.0 um
  R at gap 5 um: 20.000 ohm
  R at gap 10 um: 30.000 ohm
  R at gap 20 um: 50.000 ohm
  R at gap 40 um: 90.000 ohm
  fitted slope: 2.0000 ohm/um
  fitted intercept: 10.000 ohm
  gap at which line reaches R = 0: -5.000 um
  film current falls to 1/e at: 2.500 um
  current entered metal within LT: 63.2 %
Finite contacts with LT and r as above:
  d = 1 LT: network Rc 6.565 ohm, coth law 6.565 ohm
  d = 2 LT: network Rc 5.187 ohm, coth law 5.187 ohm
  d = 3 LT: network Rc 5.025 ohm, coth law 5.025 ohm
Short contact, d: 4.0 um
  true LT: 2.341 um
  network slope: 2.0000 ohm/um, intercept: 10.000 ohm
  long-contact rule overestimates LT by: 6.8 %
Changed film under metal, r': 1.0 ohm/um
  q: 25.0 ohm um
  network slope: 2.0000 ohm/um, intercept: 10.00 ohm
  decay length in network: 5.00 um
  decay length Rc/r': 5.00 um
Chosen width W: 100 um
  sheet resistance Rs: 200.0 ohm per square
  specific contact resistivity: 1250.0 ohm um^2
  the same: 1.250e-05 ohm cm^2
```
